\section*{Colpa Diagonalization of Bosonic Hamiltonians, Goldstone Shifts and Plaquette Fluxes}

\section{Why a unitary eigensolver fails}

Take two boson modes, $a_{\mathbf k}$ and $a_{-\mathbf k}$, coupled by pair creation. In the basis $(a_{\mathbf k},a^\dagger_{-\mathbf k})$ the matrix is
\begin{equation}
H=\begin{pmatrix}e+g&g\\g&e+g\end{pmatrix},\qquad e,g>0. \label{two}
\end{equation}
A unitary eigensolver returns $e$ and $e+2g$. Neither is an excitation energy. Its eigenvectors define operators such as $b=(a_{\mathbf k}+a^\dagger_{-\mathbf k})/\sqrt2$, for which $[b,b^\dagger]=\tfrac12-\tfrac12=0$, so $b$ is not a boson. Since these vectors do not describe the excitations, Berry phases built from them need not be those of the excitation bands.

The cure is to preserve commutators instead of lengths. Let
\begin{equation}
\hat H=\tfrac12\sum_{\mathbf k}\Psi_{\mathbf k}^\dagger H_{\mathbf k}\Psi_{\mathbf k}+\text{const},\qquad
\Psi_{\mathbf k}=\begin{pmatrix}a_{\mathbf k}\\ a^\dagger_{-\mathbf k}\end{pmatrix},
\end{equation}
with $N$ modes per momentum. Then $[\Psi_i,\Psi_j^\dagger]=\Sigma_{ij}$, where $\Sigma=\mathrm{diag}(1_N,-1_N)$. If $\Psi=T\beta$ and $\beta$ has the same commutators, then $T\Sigma T^\dagger=\Sigma$. Multiplication by $\Sigma$ on the right gives $T(\Sigma T^\dagger\Sigma)=1$. A right inverse of a square matrix is also a left inverse, so
\begin{equation}
T^{-1}=\Sigma T^\dagger\Sigma,\qquad T^\dagger\Sigma T=\Sigma. \label{para}
\end{equation}
Such a $T$ is called paraunitary.

\section{Colpa's construction}

Assume that $H$ is Hermitian and positive definite.
\begin{enumerate}
\item Factor $H=K^\dagger K$ by Cholesky, with $K$ upper triangular.
\item Diagonalize the Hermitian matrix $W=K\Sigma K^\dagger=ULU^\dagger$ with $U$ unitary.
\item Put the positive entries of $L$ first, set $E=\Sigma L$, and solve $KT=U\sqrt E$.
\end{enumerate}
Since $K$ is invertible, Sylvester's law of inertia gives $W$ the signature of $\Sigma$: $N$ positive and $N$ negative eigenvalues. Hence $E$ is positive. The energy matrix becomes
\begin{equation}
T^\dagger HT=\sqrt E\,U^\dagger K^{-\dagger}(K^\dagger K)K^{-1}U\sqrt E=E.
\end{equation}
For the commutators, $\Sigma^{-1}=\Sigma$ gives $W^{-1}=K^{-\dagger}\Sigma K^{-1}$, and therefore
\begin{equation}
T^\dagger\Sigma T=\sqrt E\,U^\dagger W^{-1}U\sqrt E
=\sqrt E\,L^{-1}\sqrt E=EL^{-1}=\Sigma .
\end{equation}
This proves that $T$ is paraunitary. The adjoint of (\ref{para}) is $T^{-\dagger}=\Sigma T\Sigma$, so $HT=T^{-\dagger}E=\Sigma T\Sigma E$. Column by column,
\begin{equation}
\Sigma Ht_n=\varepsilon_nt_n,\qquad t_m^\dagger\Sigma t_n=\sigma_n\delta_{mn},\qquad \varepsilon_n=\sigma_nE_n, \label{eig}
\end{equation}
with $\sigma_n=1$ for particle columns and $-1$ for hole columns.

The lower half of $\beta_{\mathbf k}$ must also be the adjoint of the upper half at $-\mathbf k$. If $\tau$ exchanges the two halves, $H_{-\mathbf k}^*=\tau H_{\mathbf k}\tau$. For a particle column $t$ at $-\mathbf k$ with energy $E$,
\begin{equation}
\Sigma H_{\mathbf k}\tau t^*=\Sigma\tau H_{-\mathbf k}^*t^*=E\,\Sigma\tau\Sigma t^*=-E\,\tau t^*,
\end{equation}
because $\Sigma\tau\Sigma=-\tau$. The vectors $\tau t^*_{-\mathbf k}$ can thus serve as hole columns; without degeneracy they differ from Colpa's by phases and ordering. Then $\hat H=\sum_{\mathbf k n}E_{n\mathbf k}(b^\dagger_{n\mathbf k}b_{n\mathbf k}+\tfrac12)+\text{const}$.

Positive definiteness is sufficient for real frequencies but not necessary. The block $H=\mathrm{diag}(1,-0.5)$ has $\Sigma H=\mathrm{diag}(1,0.5)$, whose frequencies are real, yet Cholesky fails. The second mode has $\sigma=-1$ and $E=-0.5$: it oscillates stably but lowers the energy when occupied.

For (\ref{two}), write $t=(u,-v)^T$ with $u^2-v^2=1$. The two rows of (\ref{eig}) are $(e+g-E)u=gv$ and $(e+g+E)v=gu$. Multiplying them together gives $E^2=(e+g)^2-g^2$. Multiplying the first by $u$, the second by $v$, and equating the left sides gives $(e+g)(u^2-v^2)=E(u^2+v^2)$. Thus
\begin{equation}
E=\sqrt{e(e+2g)},\quad u^2+v^2=\frac{e+g}{E},\quad 2uv=\frac gE, \label{uv}
\end{equation}
where the last relation follows from $4u^2v^2=(u^2+v^2)^2-1$.

\section{Conditioning and the Goldstone shift}

Differentiate $Ht_n=\varepsilon_n\Sigma t_n$ and multiply by $t_n^\dagger$. The terms with $dt_n$ cancel because $t_n^\dagger H=\varepsilon_nt_n^\dagger\Sigma$, which leaves
\begin{equation}
dE_n=t_n^\dagger(dH)t_n,\qquad |dE_n|\le |t_n|^2\,\|dH\|. \label{condition}
\end{equation}
The squared Euclidean length $|t_n|^2\ge1$ is therefore the absolute condition number of a nondegenerate energy. It is large when particle and hole components nearly cancel in the $\Sigma$-norm. Rounding in the factorization acts like a perturbation of order $\eta\|H\|$, up to a modest factor depending on $N$, with $\eta\approx1.1\times10^{-16}$ in double precision.

At a Goldstone point $H$ has a null vector, $K$ is singular, and Colpa's last step breaks down. Replace $H$ by $H+\delta\,1$ with $\delta>0$ at every momentum. In a condensate this lowers the chemical potential while the condensate is held fixed, so the shifted matrix describes a slightly different, gapped problem. For an ordinary mode, (\ref{condition}) gives $dE_n/d\delta=|t_n|^2$. A simple null vector $w$ with $w^\dagger w=1$ and $w^\dagger\Sigma w=s\ne0$ likewise rises linearly, as $\delta/|s|$.

If instead $w^\dagger\Sigma w=0$, then $\Sigma w$ is orthogonal to the kernel and $Hy=\Sigma w$ has a solution. Thus $\Sigma Hy=w$ and $\Sigma Hw=0$, a Jordan block. Insert $t=w+\varepsilon y+t_2$ into $(H+\delta)t=\varepsilon\Sigma t$, with $\delta$ and $t_2$ of order $\varepsilon^2$. The first order holds by the choice of $y$. The second order is $Ht_2+\delta w=\varepsilon^2\Sigma y$, and its projection on $w$ gives
\begin{equation}
\varepsilon^2=\frac{\delta}{w^\dagger\Sigma y}=\frac{\delta}{y^\dagger Hy}. \label{root}
\end{equation}
The denominator is positive because $Hy\ne0$. The $\Sigma$-norm of this $t$ is $2\varepsilon\,y^\dagger Hy$ to leading order. After normalization $|t|^2\approx1/(2\varepsilon\,y^\dagger Hy)=\varepsilon/(2\delta)$. The energy falls only as $\delta^{1/2}$, and the entries of $T$ grow as $\delta^{-1/4}$.

Rounding then changes the energy by about $\eta\|H\|\varepsilon/(2\delta)$, a relative error $\eta\|H\|/(2\delta)$. The shift must satisfy $\delta\gg\eta\|H\|$. It must also be small enough for its bias, $\delta|t_n|^2$ at ordinary momenta and $\varepsilon$ at the Goldstone point, to be acceptable.

\section{Curvature and plaquette flux}

For an isolated particle band, define $A_\mu=i\,t^\dagger\Sigma\partial_\mu t$. It is real, since differentiating $t^\dagger\Sigma t=1$ makes $t^\dagger\Sigma\partial_\mu t$ imaginary. Under $t\to e^{i\chi}t$ it becomes $A_\mu-\partial_\mu\chi$, so the curvature
\begin{equation}
\Omega=\partial_1A_2-\partial_2A_1=-2\,\mathrm{Im}(\partial_1t^\dagger\Sigma\partial_2t)
\end{equation}
is gauge invariant. To avoid derivatives of vectors, differentiate (\ref{eig}) and project on another mode:
\begin{equation}
t_m^\dagger(\partial_\mu H)t_n=(\varepsilon_n-\varepsilon_m)\,t_m^\dagger\Sigma\partial_\mu t_n,\quad m\ne n. \label{response}
\end{equation}
Completeness, $\sum_m\sigma_mt_mt_m^\dagger\Sigma=1$, follows from $T\Sigma T^\dagger\Sigma=1$. Inserting it gives
\begin{equation}
\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\sigma_m
\frac{(t_n^\dagger\partial_1Ht_m)(t_m^\dagger\partial_2Ht_n)}{(\varepsilon_n-\varepsilon_m)^2}. \label{sum}
\end{equation}
The term $m=n$ drops out because it is a product of two imaginary numbers. Hole modes must be kept in the sum.

On a mesh of step $q$, define links and fluxes by
\begin{equation}
\ell_{ij}=t(\mathbf k_i)^\dagger\Sigma t(\mathbf k_j),\qquad
\Phi=-\arg(\ell_{12}\ell_{23}\ell_{34}\ell_{41}), \label{flux}
\end{equation}
with the corners taken counterclockwise. Each vector enters once with its conjugate, so its phase cancels. In a smooth gauge $\ell\approx1-iA_\mu q$, hence $\Phi\approx\oint A\cdot d\mathbf k=\Omega q^2$. Since $\ell_{ji}=\ell_{ij}^*$, the link phase, referred to the midpoint, is odd in the displacement. Its error is of order $q^3$, and opposite sides of the plaquette cancel this to order $q^4$. The flux density $\Phi/q^2$ at the centre thus has an error of order $q^2$.

On a periodic mesh every link occurs in both directions. The product of all plaquette factors is positive, so $\sum\Phi=2\pi C$ with integer $C$ on any mesh with nonzero links. Being an integer does not make $C$ correct: a coarse mesh can put a flux on the wrong branch of the argument. As $q\to0$ each $\Phi$ becomes small, the sum tends to $\int\Omega\,d^2k$, and $C$ settles at the Chern number.

For all $N$ particle bands together, replace the link by the determinant of the $N\times N$ overlap matrix. That matrix is the upper-left block $M_{11}$ of $M=T^{-1}(\mathbf k)T(\mathbf k')$, which is paraunitary. The corresponding block of $M^\dagger\Sigma M=\Sigma$ reads
\begin{equation}
M_{11}^\dagger M_{11}=1+M_{21}^\dagger M_{21},
\end{equation}
so $|\det M_{11}|\ge1$ and this link never vanishes. A single-band link has no such bound. In the same way, the upper block $X$ of the particle columns is invertible. Write $X=PV$ with $P=(XX^\dagger)^{1/2}$ and $V$ unitary, and multiply the particle columns by $V^\dagger$. Their upper block becomes $P$, which fixes a smooth periodic frame. The total connection is then periodic, and by Stokes' theorem the particle Chern numbers add to zero if $H_{\mathbf k}$ is positive definite on the whole torus.

\section{A condensate on the honeycomb lattice}

Let $J$ be the nearest-neighbour hopping, $\lambda$ the strength of an imaginary second-neighbour hopping, and $U$ the on-site repulsion. With reduced momenta $k_i=\mathbf k\cdot\mathbf a_i$ and one phase per unit cell,
\begin{align}
h_{\mathbf k}&=\begin{pmatrix}m&-Jf\\-Jf^*&-m\end{pmatrix},\qquad f=1+e^{-ik_1}+e^{-ik_2},\\
m&=2\lambda[\sin k_1-\sin k_2+\sin(k_2-k_1)].
\end{align}
Condense at $\Gamma$ with density $n$ per site and set $g=Un$. The linear terms vanish for $\mu=-3J+g$. Keeping quadratic fluctuations, the Bogoliubov approximation for weak depletion, gives
\begin{equation}
H_{\mathbf k}=\begin{pmatrix}h_{\mathbf k}+3J+g&g\\g&h^*_{-\mathbf k}+3J+g\end{pmatrix}. \label{model}
\end{equation}
Here $h^*_{-\mathbf k}$ is $h_{\mathbf k}$ with $m\to-m$. One phase per unit cell keeps $H_{\mathbf k}$ periodic, as the mesh arguments above require. Putting the site positions into the Bloch phases instead replaces $f$ by $e^{i(k_1+k_2)/3}f$. This leaves the energies and the integral of $\Omega$ over the zone unchanged but alters the local curvature, and only in that second convention does $\Omega$ have the threefold symmetry of the lattice. Local curvatures and fluxes below refer to one phase per cell unless stated otherwise.

For a vector $(x,y)$ the quadratic form is $x^\dagger(h_{\mathbf k}+3J)x+y^\dagger(h^*_{-\mathbf k}+3J)y+g|x+y|^2$. The lowest eigenvalue of both hopping blocks is $-\sqrt{J^2|f|^2+m^2}$. Let $c$ and $s_0$ be the sums of the cosines and sines of $k_1$, $-k_2$ and $k_2-k_1$. Then $|f|^2=3+2c$, $m=2\lambda s_0$ and $s_0^2\le9-c^2\le6(3-c)$, so
\begin{equation}
9J^2-J^2|f|^2-m^2\ge(3-c)(2J^2-24\lambda^2).
\end{equation}
For $\lambda^2<J^2/12$ this is positive except at $\Gamma$. There the form vanishes only for $w=(1,1,-1,-1)^T/2$, which has zero $\Sigma$-norm. With $y=(1,1,1,1)^T/(4g)$ one finds $w^\dagger\Sigma y=1/(2g)$, and (\ref{root}) gives $E_\Gamma\approx\sqrt{2g\delta}$. Setting $e=\delta$ in (\ref{uv}) gives the full result $E_\Gamma=\sqrt{\delta(2g+\delta)}$.

Take $J=1$, $\lambda=0.1$, $g=1$, with energies in units of $J$. At the Dirac point $(2\pi/3,-2\pi/3)$, $f=0$ and $m=3\sqrt3\lambda=0.5196$. The two sublattices decouple, with energies $\sqrt{(3J+g)^2-g^2}\pm m=\sqrt{15}\pm0.5196$, that is, 3.3534 and 4.3926. Their splitting, $6\sqrt3\lambda=1.0392$, does not depend on $g$.

At $\mathbf k=(1,0)$, $m=0$ and $|f|=\sqrt{5+4\cos1}=2.6760$. Equation (\ref{uv}) applies with $e=3-|f|=0.3240$ for the lower band and $e'=3+|f|=5.6760$ for the upper. The energies are $E=\sqrt{0.3240\times2.3240}=0.8677$ and $E'=6.6007$. The shift slopes are $|t|^2=1.3240/0.8677=1.526$ and 1.011, so $\delta=10^{-6}$ raises the lower energy by only $1.5\times10^{-6}$.

The lower-band curvature at this point, from (\ref{sum}), is $-0.00618\ \mathrm{rad}^{-1}$ with one phase per cell (with site positions in the phases it is $+0.00091\ \mathrm{rad}^{-1}$). A plaquette of side 0.01 gives the same value to these digits. Replacing $\Sigma$ by the identity in its links, with phases alone retained, gives $-0.00327\ \mathrm{rad}^{-1}$.

Summing (\ref{sum}) over a $60\times60$ midpoint mesh that avoids $\Gamma$, without a shift, gives $C=1.00000$ for the lower band and $-1.00000$ for the upper. Plaquette meshes containing $\Gamma$, with $\delta=10^{-6}$, give $+1$ and $-1$ for $6\times6$, $12\times12$ and $24\times24$ points. The largest single flux falls from 0.86 to 0.33 to 0.11 rad, increasingly far from the branch limit $\pi$. On the finest mesh the smallest single-band link has magnitude 0.970. The two-band flux reaches $2.1\times10^{-4}$ rad in magnitude locally but sums to zero within rounding.

\section{What the Goldstone point does to the flux}

The shifted energy and vector length at $\Gamma$ are
\begin{center}
\begin{tabular}{cccc}
$\delta/J$ & $E_\Gamma/J$ & $|t|^2$ & four-cell flux (rad)\\
$10^{-2}$ & $0.1418$ & $7.12$ & $-2.5515\times10^{-4}$\\
$10^{-4}$ & $0.01414$ & $70.7$ & $-2.8165\times10^{-4}$\\
$10^{-6}$ & $0.001414$ & $707$ & $-2.8197\times10^{-4}$\\
$10^{-8}$ & $0.0001414$ & $7071$ & $-2.8197\times10^{-4}$
\end{tabular}
\end{center}
The last column sums the lower-band flux through the four plaquettes that meet at $\Gamma$ on the $24\times24$ mesh. Although $|t|^2$ diverges, this sum converges. Every link to $\Gamma$ occurs in both directions, so modulo $2\pi$ the sum equals minus the phase of the product of the eight outer links, taken counterclockwise. These avoid $\Gamma$, and their dependence on $\delta$ is smooth and starts linearly. Without any shift they give $-2.8197\times10^{-4}$ rad, a value tied to one phase per cell; with site positions in the phases the same loop gives $+7.2\times10^{-7}$ rad. This argument alone does not exclude a redistribution of flux among the four cells or a change of integer branch; here $C=1$ for all four shifts.

With $\|H\|=8$ at $\Gamma$, the estimated relative rounding error of $E_\Gamma$ at $\delta=10^{-8}$ is $8\eta/(2\delta)\approx4\times10^{-8}$. The largest entry of $T^\dagger\Sigma T-\Sigma$ there is $2.5\times10^{-12}$, about three times $\eta|t|^2$. Most of this error is already present in the computed $T$; it does not come from rounding in the final product.

The curvature close to $\Gamma$ can be found in closed form. Let $\alpha=\arg f$ and $R=\mathrm{diag}(e^{i\alpha},1,e^{i\alpha},1)$. Then $R^\dagger H_{\mathbf k}R$ is real, and $t=Rt'$ with $t'$ real. Since $t'^T\Sigma\partial_\mu t'=0$, the whole connection comes from $R$:
\begin{equation}
A_\mu=-\tfrac12(1+s)\partial_\mu\alpha,\qquad s=t'^T\Sigma\sigma_zt', \label{As}
\end{equation}
where $\sigma_z$ is $+1$ on the first sublattice, the one carrying $e^{i\alpha}$ in $R$ and $+m$ in $h_{\mathbf k}$, and $-1$ on the second. This uses $R^\dagger\partial_\mu R=\tfrac i2(1+\sigma_z)\partial_\mu\alpha$ and $t'^T\Sigma t'=1$. Hence $\Omega=\tfrac12(\partial_2s\,\partial_1\alpha-\partial_1s\,\partial_2\alpha)$. At $m=0$, $s=0$. The perturbation $m\Sigma\sigma_z$ mixes the lower mode with the upper particle and hole modes. By (\ref{response}) and completeness, to first order in $m$,
\begin{equation}
s=2m\left[\frac{(uu'-vv')^2}{E-E'}-\frac{(vu'-uv')^2}{E+E'}\right],
\end{equation}
with primes for the upper band. Near $\Gamma$, $u^2\approx v^2\approx g/(2E)$, $(u'-v')^2=e'/E'$ and $E\ll E'$. With $E'^2=e'(e'+2g)$ and $e'\approx6J$,
\begin{equation}
s\approx-\frac{2mg\,e'}{E\,E'^2}\approx-\frac{mg}{E(3J+g)}.
\end{equation}
On the line $(k,0)$ with small $k>0$, $m=0$, $\partial_2m\approx-\lambda k^2$, $\partial_1\alpha\approx-\tfrac13$ and $E\approx k\sqrt{2gJ/3}$. Therefore $\partial_1s=0$ and
\begin{equation}
\Omega(k,0)\approx-\frac{\lambda}{6(3J+g)}\sqrt{\frac{3g}{2J}}\;k=-0.005103\,k .
\end{equation}
At $k=0.01$ this is $-5.103\times10^{-5}\ \mathrm{rad}^{-1}$, in agreement with (\ref{sum}) to the digits shown; at $k=0.02$ the mode sum gives $-1.021\times10^{-4}\ \mathrm{rad}^{-1}$. The linear law and its sign come from $\partial_1\alpha\approx-\tfrac13$, which belongs to the choice of one phase per cell: at the symmetry-related momentum $(-k,-k)$ with $k=0.01$ the same convention gives $+1.021\times10^{-4}\ \mathrm{rad}^{-1}$. With site positions in the phases, $\alpha\to\alpha+(k_1+k_2)/3\approx k^3/81$ on the line $(k,0)$, so $\partial_1\alpha\approx k^2/27$ and $\Omega(k,0)\approx+5.67\times10^{-4}k^3$, the same at all three related momenta. In either convention the diverging vector amplitude, which contributes $1/E$, is outweighed in this model by the cubic smallness of $m$. A different coupling near the Goldstone point need not have this property, and its curvature must be examined separately.
